# Schwinger bosons: angular momentum from two oscillator modes: test program

```python
"""Schwinger bosons: two boson modes a, b give an angular momentum (hbar = 1)
    J+ = a^dag b,  J- = b^dag a,  Jz = (a^dag a - b^dag b)/2,  j = N/2,
    |j,m> = a^dag^(j+m) b^dag^(j-m) |0> / sqrt((j+m)! (j-m)!).
Independent road: each mode is an oscillator in a dimensionless coordinate,
a = (x + d/dx)/sqrt2, b = (y + d/dy)/sqrt2.  A state is p(x,y) times
exp(-(x^2+y^2)/2)/sqrt(pi); the array c[i,k] holds the coefficients of
x^i y^k in p.  Inner products are Gauss-Hermite quadratures.
"""
from math import comb, factorial, sqrt

import numpy as np
from numpy.polynomial.hermite import hermgauss
from numpy.polynomial.polynomial import polygrid2d
from scipy.linalg import eigh

SIZE = 10                      # powers 0..9 of each coordinate are stored
A, B = 0, 1                    # array axis belonging to each mode
nodes, weights = hermgauss(20)


def derivative(c, axis):
    c = np.moveaxis(c, axis, 0)
    out = np.zeros_like(c)
    out[:-1] = np.arange(1, SIZE)[:, None] * c[1:]
    return np.moveaxis(out, 0, axis)


def times_coordinate(c, axis):
    c = np.moveaxis(c, axis, 0)
    assert not c[-1].any(), "polynomial storage too small"
    out = np.zeros_like(c)
    out[1:] = c[:-1]
    return np.moveaxis(out, 0, axis)


def annihilate(c, mode):
    # (x + d/dx) acting on p*exp(-x^2/2) leaves p'
    return derivative(c, mode) / sqrt(2)


def create(c, mode):
    # (x - d/dx) acting on p*exp(-x^2/2) leaves 2xp - p'
    return (2 * times_coordinate(c, mode) - derivative(c, mode)) / sqrt(2)


def number(c, mode):
    return create(annihilate(c, mode), mode)


def j_plus(c):
    return create(annihilate(c, B), A)


def j_minus(c):
    return create(annihilate(c, A), B)


def j_z(c):
    return (number(c, A) - number(c, B)) / 2


def total_number(c):
    return number(c, A) + number(c, B)


def j_squared(c):
    # Jx^2 + Jy^2 + Jz^2 written with the ladder operators
    return j_z(j_z(c)) + (j_plus(j_minus(c)) + j_minus(j_plus(c))) / 2


def inner(c, d):
    values = polygrid2d(nodes, nodes, c) * polygrid2d(nodes, nodes, d)
    return weights @ values @ weights / np.pi


def monomial(i, k):
    c = np.zeros((SIZE, SIZE))
    c[i, k] = 1.0
    return c


def raw_state(n_a, n_b):
    """a^dag^n_a b^dag^n_b |0>, not normalised."""
    c = monomial(0, 0)
    for _ in range(n_a):
        c = create(c, A)
    for _ in range(n_b):
        c = create(c, B)
    return c


def spin_state(two_j, n_a):
    """Claimed normalised |j,m> with j+m = n_a and j-m = two_j-n_a."""
    n_b = two_j - n_a
    return raw_state(n_a, n_b) / sqrt(factorial(n_a) * factorial(n_b))


def same(c, d):
    return np.allclose(c, d, rtol=1e-9, atol=1e-9)


# --- operator algebra on arbitrary (random) wavefunctions ---
rng = np.random.default_rng(7)
degree = np.add.outer(np.arange(SIZE), np.arange(SIZE))
f = np.where(degree <= 5, rng.normal(size=(SIZE, SIZE)), 0.0)
h = np.where(degree <= 5, rng.normal(size=(SIZE, SIZE)), 0.0)
assert same(annihilate(create(f, A), A) - create(annihilate(f, A), A), f)
assert same(annihilate(create(f, B), A), create(annihilate(f, A), B))
assert same(j_z(j_plus(f)) - j_plus(j_z(f)), j_plus(f))
assert same(j_z(j_minus(f)) - j_minus(j_z(f)), -j_minus(f))
assert same(j_plus(j_minus(f)) - j_minus(j_plus(f)), 2 * j_z(f))
for operator in (j_plus, j_minus, j_z):
    assert same(total_number(operator(f)), operator(total_number(f)))
half_n = total_number(f) / 2
assert same(j_squared(f), total_number(half_n) / 2 + half_n)
assert np.isclose(inner(h, j_plus(f)), inner(j_minus(h), f), rtol=1e-9)
# orbital angular momentum x p_y - y p_x equals 2 Jy; common factor -i removed
# (the isotropic Gaussian is unchanged by rotations, so p alone is acted on)
rotation = (times_coordinate(derivative(f, B), A)
            - times_coordinate(derivative(f, A), B))
assert same(rotation, j_plus(f) - j_minus(f))

# --- states: orthonormality, eigenvalues, ladder coefficients, phases ---
MAX_N = 6
labels = [(n, p) for n in range(MAX_N + 1) for p in range(n + 1)]
states = {label: spin_state(*label) for label in labels}
gram = np.array([[inner(states[r], states[s]) for s in labels] for r in labels])
gram_error = np.max(np.abs(gram - np.eye(len(labels))))
assert gram_error < 1e-9
for two_j, n_a in labels:
    j, m = two_j / 2, n_a - two_j / 2
    state = states[two_j, n_a]
    assert same(j_z(state), m * state)
    assert same(j_squared(state), j * (j + 1) * state)
    up = states.get((two_j, n_a + 1), 0 * state)
    down = states.get((two_j, n_a - 1), 0 * state)
    assert same(j_plus(state), sqrt((j - m) * (j + m + 1)) * up)
    assert same(j_minus(state), sqrt((j + m) * (j - m + 1)) * down)
    lowered = states[two_j, two_j]
    for _ in range(two_j - n_a):
        lowered = j_minus(lowered)
    factor = sqrt(factorial(two_j) * factorial(two_j - n_a) / factorial(n_a))
    assert same(lowered, factor * state)

# --- content of the space with N <= 4, found in a plain monomial basis ---
TOP = 4
powers = [(i, k) for i in range(TOP + 1) for k in range(TOP + 1 - i)]


def monomial_matrix(operator):
    columns = [operator(monomial(i, k)) for i, k in powers]
    return np.array([[c[i, k] for c in columns] for i, k in powers])


# J^2 + 0.1 Jz has a different eigenvalue for every pair (j,m) present here
found = np.linalg.eigvals(monomial_matrix(lambda c: j_squared(c) + 0.1 * j_z(c)))
assert np.max(np.abs(found.imag)) < 1e-7
claimed = [n / 2 * (n / 2 + 1) + 0.1 * (p - n / 2)
           for n in range(TOP + 1) for p in range(n + 1)]
assert np.allclose(np.sort(found.real), np.sort(claimed), atol=1e-7)
top_states = len(powers) - np.linalg.matrix_rank(monomial_matrix(j_plus), tol=1e-9)
assert top_states == TOP + 1

# --- worked example: three quanta in two coupled modes ---
quanta = 3
omega_a, omega_b, coupling = 0.53, 0.47, 0.04      # hartree


def hamiltonian(c):
    return (omega_a * number(c, A) + omega_b * number(c, B)
            + coupling * (j_plus(c) + j_minus(c)))


raw = [raw_state(p, quanta - p) for p in range(quanta + 1)]
overlap = np.array([[inner(r, s) for s in raw] for r in raw])
energy_matrix = np.array([[inner(r, hamiltonian(s)) for s in raw] for r in raw])
energies, vectors = eigh(energy_matrix, overlap)
occupation = vectors[:, -1] ** 2 * np.diag(overlap)
m_values = np.arange(quanta + 1) - quanta / 2
top_vector = sum(v * r for v, r in zip(vectors[:, -1], raw))
mean_jz = inner(top_vector, j_z(top_vector))

detuning = omega_a - omega_b
field = sqrt(detuning**2 + 4 * coupling**2)
mean_omega = (omega_a + omega_b) / 2
cos_theta = detuning / field
weight_a = (1 + cos_theta) / 2                      # cos^2(theta/2)
binomial = [comb(quanta, p) * weight_a**p * (1 - weight_a)**(quanta - p)
            for p in range(quanta + 1)]
assert np.allclose(energies, mean_omega * quanta + field * m_values, atol=1e-10)
assert np.allclose(occupation, binomial, atol=1e-9)
assert np.isclose(mean_jz, quanta / 2 * cos_theta, atol=1e-9)

# --- printed numbers ---
print(f"largest N in state tests: {MAX_N}; states tested: {len(labels)}")
print(f"largest orthonormality error: {gram_error:.1e}")
print(f"space with N <= {TOP}: dimension {len(powers)}, "
      f"states killed by J+: {top_states}")
print(f"example: N = {quanta}, j = {quanta / 2}")
for p in range(quanta + 1):
    s = states[quanta, p]
    print(f"m = {m_values[p]:+.1f}: n_a = {p}, n_b = {quanta - p}, "
          f"raw norm squared = {overlap[p, p]:.4f}, "
          f"<J^2> = {inner(s, j_squared(s)):.4f} (hbar^2)")
for p in range(quanta):
    element = inner(states[quanta, p + 1], j_plus(states[quanta, p]))
    print(f"<m={m_values[p + 1]:+.1f}|J+|m={m_values[p]:+.1f}> "
          f"= {element:.6f} (hbar)")
print(f"omega_a = {omega_a:.4f} hartree")
print(f"omega_b = {omega_b:.4f} hartree")
print(f"coupling g = {coupling:.4f} hartree")
print(f"detuning omega_a - omega_b = {detuning:.4f} hartree")
print(f"level spacing sqrt(detuning^2 + 4 g^2) = {field:.4f} hartree")
print(f"normal-mode energies = {mean_omega + field / 2:.4f}, "
      f"{mean_omega - field / 2:.4f} hartree")
print(f"cos(theta) = {cos_theta:.4f}, cos^2(theta/2) = {weight_a:.4f}")
for m, energy in zip(m_values, energies):
    print(f"diagonalised energy, m along tilted axis {m:+.1f}: "
          f"{energy:.6f} hartree")
for p in range(quanta + 1):
    print(f"highest state: probability of n_a = {p}: {occupation[p]:.6f}")
print(f"highest state: <Jz> = {mean_jz:.6f} (hbar)")
print("every check passed")
```

Output:

```
largest N in state tests: 6; states tested: 28
largest orthonormality error: 1.4e-15
space with N <= 4: dimension 15, states killed by J+: 5
example: N = 3, j = 1.5
m = -1.5: n_a = 0, n_b = 3, raw norm squared = 6.0000, <J^2> = 3.7500 (hbar^2)
m = -0.5: n_a = 1, n_b = 2, raw norm squared = 2.0000, <J^2> = 3.7500 (hbar^2)
m = +0.5: n_a = 2, n_b = 1, raw norm squared = 2.0000, <J^2> = 3.7500 (hbar^2)
m = +1.5: n_a = 3, n_b = 0, raw norm squared = 6.0000, <J^2> = 3.7500 (hbar^2)
<m=-0.5|J+|m=-1.5> = 1.732051 (hbar)
<m=+0.5|J+|m=-0.5> = 2.000000 (hbar)
<m=+1.5|J+|m=+0.5> = 1.732051 (hbar)
omega_a = 0.5300 hartree
omega_b = 0.4700 hartree
coupling g = 0.0400 hartree
detuning omega_a - omega_b = 0.0600 hartree
level spacing sqrt(detuning^2 + 4 g^2) = 0.1000 hartree
normal-mode energies = 0.5500, 0.4500 hartree
cos(theta) = 0.6000, cos^2(theta/2) = 0.8000
diagonalised energy, m along tilted axis -1.5: 1.350000 hartree
diagonalised energy, m along tilted axis -0.5: 1.450000 hartree
diagonalised energy, m along tilted axis +0.5: 1.550000 hartree
diagonalised energy, m along tilted axis +1.5: 1.650000 hartree
highest state: probability of n_a = 0: 0.008000
highest state: probability of n_a = 1: 0.096000
highest state: probability of n_a = 2: 0.384000
highest state: probability of n_a = 3: 0.512000
highest state: <Jz> = 0.900000 (hbar)
every check passed
```
